\section*{Boundary settings in a B-spline basis for the radial Dirac equation}

\section{What an end condition does: a massless particle}

A radial Dirac program with a B-spline basis must decide what the two radial functions do at the ends of the interval. The choice can be seen through in a case with no potential, no mass and no angular term. Let $P$ and $Q$ be the upper and lower radial functions on $0<r<R$, with
\begin{equation}
cQ'=\varepsilon P,\qquad -cP'=\varepsilon Q .
\end{equation}
With $k=\varepsilon/c$ and $P(0)=0$, the solution is $P=\sin kr$, $Q=-\cos kr$, up to a common factor. Setting $P(R)=Q(R)$ gives $\tan kR=-1$, so
\begin{equation}
\varepsilon_j=\frac{c}{R}\left(j\pi-\frac{\pi}{4}\right),\qquad j=0,\pm1,\pm2,\ldots
\end{equation}
One condition at each end gives a discrete spectrum. If both functions are required to vanish at $r=0$, the first-order equations leave only $P=Q=0$. A finite matrix built with that excessive requirement still has eigenvalues, so its output gives no direct warning.

The same conditions can be imposed through an action. For this case the bulk part is
\begin{equation}
S_0=\frac12\int_0^R\left[c(PQ'-QP')-\varepsilon(P^2+Q^2)\right]dr .
\end{equation}
Its variation contains $P\,\delta Q'$ and $-Q\,\delta P'$. Integrating these by parts,
\begin{align}
\int_0^R P\,\delta Q'\,dr&=[P\,\delta Q]_0^R-\int_0^R P'\,\delta Q\,dr,\\
-\int_0^R Q\,\delta P'\,dr&=-[Q\,\delta P]_0^R+\int_0^R Q'\,\delta P\,dr,
\end{align}
we find
\begin{align}
\delta S_0={}&\int_0^R\left[(cQ'-\varepsilon P)\delta P-(cP'+\varepsilon Q)\delta Q\right]dr\nonumber\\
&+\frac c2[P\,\delta Q-Q\,\delta P]_0^R. \label{bulk}
\end{align}
The integral gives the equations. The end contribution must be completed so that free variations give the desired conditions.

\section{The Johnson--Blundell--Sapirstein action}

We use atomic units and measure $\varepsilon$ from the rest energy. The labels $\kappa=-1,+1,-2,+2$ denote $s_{1/2}$, $p_{1/2}$, $p_{3/2}$, $d_{3/2}$. For a potential $V(r)$ the equations are
\begin{align}
VP+c\left(Q'-\frac{\kappa}{r}Q\right)&=\varepsilon P,\label{one}\\
-c\left(P'+\frac{\kappa}{r}P\right)+(V-2c^2)Q&=\varepsilon Q.\label{two}
\end{align}
Compared with the massless case, the action gains only terms without derivatives:
\begin{align}
S={}&\frac12\int_0^R\Big[c(PQ'-QP')-\frac{2c\kappa}{r}PQ+V(P^2+Q^2)\nonumber\\
&\qquad-2c^2Q^2-\varepsilon(P^2+Q^2)\Big]dr+S_R+S_{\rm in},\\
S_R={}&\frac c4\left[P(R)^2-Q(R)^2\right],\\
S_{\rm in}={}&\frac a2P(0)^2-\frac c2P(0)Q(0).
\end{align}
The new bulk terms vary to $-c\kappa(Q\,\delta P+P\,\delta Q)/r$, $V(P\,\delta P+Q\,\delta Q)$ and $-2c^2Q\,\delta Q$. They complete equations \eqref{one} and \eqref{two} and leave no end terms.

At $R$, the end term in \eqref{bulk} plus $\delta S_R$ is
\begin{equation}
\frac c2(P\delta Q-Q\delta P+P\delta P-Q\delta Q)
=\frac c2(P-Q)(\delta P+\delta Q).
\end{equation}
At the origin the lower limit carries a minus sign, and the sum is
\begin{align}
&-\frac c2(P\delta Q-Q\delta P)+aP\delta P
-\frac c2(Q\delta P+P\delta Q)\nonumber\\
&\hspace{2em}=P(0)\left[a\,\delta P(0)-c\,\delta Q(0)\right].
\end{align}
Free variations therefore require $P(R)=Q(R)$ and $P(0)=0$. The second result holds formally for any $a$. We take $a=c$ for $\kappa<0$ and $a=2c^2$ for $\kappa>0$.

These are natural conditions: they follow from stationarity and are not built into each basis function. In a finite basis, stationarity makes the sum of bulk and end residuals vanish for each trial variation. The end conditions are then met approximately.

The word ``formally'' matters at the origin. If $P(0)$ or $Q(0)$ is nonzero, the terms in $1/r$ generally diverge. The derivation is sound at a positive inner radius; at $r=0$, the method is completed by a quadrature rule, treated below.

\section{What the outer wall represents}

The condition $P(R)=Q(R)$ describes a wall outside which the particle's mass becomes infinite. Let the outside mass be $M$ electron masses and let $E=\varepsilon+c^2$ be the total energy. A bounded potential may be absorbed into $E$. For large $M$ the decay length is short, so $\kappa/r$ can be neglected beside the derivatives. Inserting $P=p\,e^{-\lambda(r-R)}$ and $Q=q\,e^{-\lambda(r-R)}$ gives
\begin{equation}
c\lambda q=(Mc^2-E)p,\qquad c\lambda p=(Mc^2+E)q .
\end{equation}
Dividing the first relation by the second and taking the root for a decaying wave,
\begin{equation}
\frac qp=\sqrt{\frac{Mc^2-E}{Mc^2+E}}\longrightarrow1\quad(M\to\infty).
\end{equation}
For finite $M$ the functions are continuous at $R$, so the limit gives the bag condition.

The wall is slightly softer than $P(R)=0$. When $|\varepsilon-V|\ll2c^2$, equation \eqref{two} gives $Q\simeq-(P'+\kappa P/r)/(2c)$. If also $|\kappa|/(2cR)\ll1$, the bag condition becomes
\begin{equation}
P(R)+\frac{1}{2c}P'(R)\simeq0 .
\end{equation}
To first order this places the zero of $P$ at $R+1/(2c)$. The displacement is about $0.0036$ bohr. It matters for a strongly confined atom and has little effect on a bound state that has died out well before $R$.

\section{From the action to the matrix}

Expand both functions in the same $N$ splines of order $k$, that is, piecewise polynomials of degree $k-1$:
\begin{equation}
P=\sum_i p_iB_i,\qquad Q=\sum_i q_iB_i .
\end{equation}
With repeated end knots, only $B_1$ is nonzero at the origin and only $B_N$ at $R$; both equal one there. Define
\begin{equation}
\begin{aligned}
O_{ij}&=\int B_iB_j\,dr,\quad D_{ij}=\int B_iB_j'\,dr,\\
W_{ij}&=\int\frac{B_iB_j}{r}\,dr.
\end{aligned}
\end{equation}
The derivative part of $2S$ is $c\sum_{ij}p_i(D_{ij}-D_{ji})q_j$. Since a symmetric block matrix contributes $2p^TA_{PQ}q$, half of this coefficient enters $A_{PQ}$. The same rule applies to the other mixed terms. For $V=-Z/r$, with $e_i$ the unit vector of spline $i$,
\begin{align}
A_{PP}&=-ZW+a\,e_1e_1^T+\frac c2e_Ne_N^T,\\
A_{QQ}&=-ZW-2c^2O-\frac c2e_Ne_N^T,\\
A_{PQ}&=\frac c2(D-D^T)-c\kappa W-\frac c2e_1e_1^T.
\end{align}
With $A_{QP}=A_{PQ}^T$, stationarity gives
\begin{equation}
\begin{pmatrix}A_{PP}&A_{PQ}\\A_{QP}&A_{QQ}\end{pmatrix}
\begin{pmatrix}p\\q\end{pmatrix}
=\varepsilon\begin{pmatrix}O&0\\0&O\end{pmatrix}
\begin{pmatrix}p\\q\end{pmatrix}.
\end{equation}

\section{The quadrature setting is part of the model}

In the first knot interval, of width $h$, put $x=r/h$. There $B_1=(1-x)^{k-1}$, so the true integral $W_{11}$ diverges logarithmically. Gauss--Legendre quadrature with $m$ points $x_i$ and weights $w_i$ on $[0,1]$ replaces it by
\begin{equation}
W_{11}^{(m)}=\sum_i\frac{w_i}{x_i}
+\int_0^1\frac{(1-x)^{2k-2}-1}{x}\,dx .
\end{equation}
The second integrand is a polynomial of degree $2k-3$, so the rule integrates it exactly for $m\ge k-1$. With $y=1-x$ it equals
\begin{equation}
-\int_0^1\frac{1-y^{2k-2}}{1-y}\,dy
=-\sum_{j=1}^{2k-2}\frac1j\equiv-H_{2k-2}.
\end{equation}

For the first sum, use the Legendre polynomial $P_m(1-2x)$, which vanishes at the nodes and equals one at $x=0$. The polynomial $[1-P_m(1-2x)]/x$ equals $1/x_i$ at the nodes and has degree $m-1$. Its quadrature is exact, and with $t=1-2x$,
\begin{equation}
\sum_i\frac{w_i}{x_i}=I_m,\qquad
I_m=\int_{-1}^1\frac{1-P_m(t)}{1-t}\,dt .
\end{equation}
The derivative recurrences
\begin{align}
(1-t^2)P_m'&=m(P_{m-1}-tP_m),\\
(1-t^2)P_{m-1}'&=m(tP_{m-1}-P_m)
\end{align}
add to $(1-t^2)(P_m+P_{m-1})'=m(1+t)(P_{m-1}-P_m)$. Division by $m(1-t^2)$ gives
\begin{equation}
\frac{P_{m-1}-P_m}{1-t}=\frac1m(P_m+P_{m-1})'.
\end{equation}
The integral of the left side is $I_m-I_{m-1}$. The sum $P_m+P_{m-1}$ is two at $t=1$ and zero at $t=-1$, so $I_m-I_{m-1}=2/m$. As $I_0=0$, we have $I_m=2H_m$ and
\begin{equation}
W_{11}^{(m)}=2H_m-H_{2k-2}.
\end{equation}
For $k=m=7$ this is $5.1857-3.1032=2.0825$. It is independent of $h$ and grows as $2\ln m$ for large $m$. More points do not converge this element; its value keeps growing slowly, and whether the spectrum responds depends on the weight $a$, as the example below shows.

\section{Why clamping both functions creates a false level}

Suppose a program drops the first and last splines from both $P$ and $Q$. All end terms vanish and $D$ is antisymmetric. Let
\begin{equation}
J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\quad
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
The matrix whose determinant must vanish is
\begin{equation}
F_\kappa=cJ\otimes D-(c\kappa\sigma_x+Z)\otimes W+(c^2\sigma_z-E)\otimes O .
\end{equation}
Multiply by $J^{-1}=-J$. Since $J\sigma_x=\sigma_z$ and $J\sigma_z=-\sigma_x$,
\begin{align}
J^{-1}F_\kappa&=c\,1\otimes D-X_\kappa\otimes W+Y\otimes O,\\
X_\kappa&=-c\kappa\sigma_z-ZJ,\qquad Y=c^2\sigma_x+EJ .
\end{align}
We seek a constant $2\times2$ matrix $T$ that commutes with $Y$ and obeys $X_\kappa T=TX_{-\kappa}$. Try $T=\kappa Y-Zc$. Because $Y$ anticommutes with $\sigma_z$, and $YJ-JY=-2c^2\sigma_z$,
\begin{align}
X_\kappa T-TX_{-\kappa}
&=\kappa(X_\kappa Y-YX_{-\kappa})-Zc(X_\kappa-X_{-\kappa})\nonumber\\
&=\kappa Z(YJ-JY)+2Zc^2\kappa\sigma_z=0 .
\end{align}
Thus $J^{-1}F_\kappa T=TJ^{-1}F_{-\kappa}$, where $T$ acts on the two components. Whenever $T$ is invertible, the determinants of $F_\kappa$ and $F_{-\kappa}$ agree. Since $Y^2=c^4-E^2$,
\begin{equation}
\det T=Z^2c^2-\kappa^2(c^4-E^2)
\end{equation}
vanishes at no more than two energies. The determinants are polynomials in $E$, so they agree everywhere. The two clamped matrices have identical spectra.

This is wrong for the physical problem: $\kappa=-1$ has a $1s$ level and $\kappa=+1$ has no counterpart. The differential equation avoids the contradiction because $T$ annihilates the true $1s$ function. That function has $P\propto r^\gamma e^{-Zr}$, $Q/P=Z/[c(1+\gamma)]$, $E=c^2\gamma$ and $\gamma=\sqrt{1-(Z/c)^2}$. For $\kappa=+1$, the two components of $T(P,Q)^T$ are
\begin{align}
(c^2+E)Q-ZcP&=ZcP-ZcP=0,\\
(c^2-E)P-ZcQ&=\left[c^2(1-\gamma)-\frac{Z^2}{1+\gamma}\right]P=0,
\end{align}
where the last step uses $Z^2=c^2(1-\gamma^2)$. A clamped spline vector differs slightly from the true function. If $T$ is invertible at its matrix energy, the small remainder is a nonzero vector and becomes a false eigenstate after normalization.

The proof needs a point-Coulomb potential, one common space for $P$ and $Q$, and a matrix without end terms. Clamping is one way to remove the end terms. Keeping all splines but omitting $S_R$ and $S_{\rm in}$, with $D$ replaced by $(D-D^T)/2$, leaves the same block form and the same degeneracy. It does not depend on the accuracy of $W$, so better quadrature cannot cure it. The Johnson--Blundell--Sapirstein end treatment breaks the assumptions of the proof. That alone does not prove that every false level is absent; the spectrum must be inspected.

There is also a limit in which the terms at the origin lose their effect. The part of the first-spline block proportional to $W_{11}$ is
\begin{equation}
-W_{11}\begin{pmatrix}Z&c\kappa\\c\kappa&Z\end{pmatrix}.
\end{equation}
Its determinant is nonzero for $Z<c|\kappa|$. As $W_{11}\to\infty$ with other elements fixed, states of fixed energy therefore have $p_1,q_1\to0$. Both functions are again clamped at the origin. With the outer end also clamped, the false level must return. The terms at the origin can thus act only because the quadrature value of $W_{11}$ is finite. A finite value is not sufficient by itself, since without end terms the degeneracy holds for any $W$. The same limit with the bag terms kept at $R$ is not covered by the proof; for the ion and grid of the next section a false $\kappa=+1$ level still appears in that limit, at $-199.45$ hartree. Its position depends on the grid: it lies at $-200.07$ hartree with 80 splines and at $-200.94$ hartree with $R=6$ bohr.

\section{A calculation for $Z=20$}

Take a hydrogenic ion with $Z=20$ and a point nucleus, 60 splines of order 7, seven Gauss points per interval, a first nonzero knot at $10^{-5}$ bohr, the further knots in geometric progression, and $R=3$ bohr. Nuclear size, recoil and radiative corrections are left out. For an unconfined ion the comparison is Sommerfeld's formula,
\begin{equation}
\begin{aligned}
\varepsilon_{n\kappa}&=c^2\left\{\left[1+\left(\frac{Z/c}{n-|\kappa|+\gamma_\kappa}\right)^2\right]^{-1/2}-1\right\},\\
\gamma_\kappa&=\sqrt{\kappa^2-(Z/c)^2}.
\end{aligned}
\end{equation}
For $1s$ it reduces to $c^2(\gamma-1)$. With $Z/c=0.145947$ and $\gamma=0.989292$, this is $-201.08$ hartree. The lowest matrix level for each $\kappa$, together with $2s$, is:
\begin{center}
\begin{tabular}{rrrr}
$\kappa$ & $n$ & $\varepsilon$ (hartree) & relative error\\
$-1$ & 1 & $-201.076523$ & $6.1\times10^{-13}$\\
$-1$ & 2 & $-50.336594$ & $1.1\times10^{-10}$\\
$+1$ & 2 & $-50.336594$ & $1.1\times10^{-10}$\\
$-2$ & 2 & $-50.066742$ & $1.5\times10^{-13}$\\
$+2$ & 3 & $-22.261781$ & $6.3\times10^{-10}$
\end{tabular}
\end{center}
Errors are relative to Sommerfeld's energies. The $2p$ splitting is $50.336594-50.066742=0.269852$ hartree, or $7.343$ eV. The equality of $2s$ and $2p_{1/2}$ is physical in this model. False levels can lie at other energies, as shown below; the one predicted by the proof for $\kappa=+1$ is a level at the $1s$ energy.

That level appears when both functions are clamped at both ends: the lowest value for either sign of $\kappa$ is $-201.076523$ hartree. It also appears when $W_{11}$ is set to $10^8$ with the outer end clamped. By contrast, with $a=2c^2$, raising $m$ from 7 to 28 changes $W_{11}$ from $2.08$ to $4.75$ and leaves the lowest $\kappa=+1$ level at $-50.336594$ hartree.

For $\kappa=+1$ and $m=7$, the four lowest levels for both $a=c$ and $a=2c^2$ are $-50.33659$, $-22.34177$, $-12.55412$ and $-7.90140$ hartree. The weight cannot be made small, however: with $a=50$ a false level appears at $-71.08$ hartree, below $2p_{1/2}$, and with $a=1$ it lies at $-168.55$ hartree. With $a=80$ it lies at $-36.36$ hartree, between $2p_{1/2}$ and $3p_{1/2}$. The value $a=c$ is marginal for $\kappa>0$: for $\kappa=+1$ a false level lies at $-94.87$ hartree when $m=14$ and at $-142.91$ hartree when $m=28$, and for $\kappa=+2$ it lies at $-29.13$ hartree already when $m=7$. With $a=2c^2$ the two lowest levels are the physical ones in all of these cases. Even at $m=7$, $a=c$ gives $\kappa=+1$ an extra sixth level at $-2.48$ hartree. The positions of the false levels belong to this grid and do not converge: the one for $a=50$ moves to $-57.28$ hartree with 80 splines and to $-110.45$ hartree with the first knot at $10^{-6}$ bohr. With that smaller first knot, $a=c$ and $m=7$ put a false $\kappa=+1$ level at $-38.54$ hartree, between $2p_{1/2}$ and $3p_{1/2}$.

A box of $R=0.1$ bohr makes the wall visible. For $\kappa=-1$ the bag level is $-73.100$ hartree, in agreement with direct integration of the differential equations. Requiring $P(R)=0$ instead gives $-55.729$ hartree, which is $17.371$ hartree higher. This agrees with the softer wall derived above: requiring $P=0$ at $R+1/(2c)$ gives $-72.581$ hartree, so the first-order displacement accounts for about $16.85$ of the $17.37$ hartree. The numerical check also compares the first variation with its derived form.

\section{Choosing the settings}

\textbf{Ends.} Do not clamp $P$ and $Q$ in one common spline space when $\kappa>0$. The exact degeneracy was proved for a point nucleus only, but other potentials are not safe. On the grid above, with $Z=20$ spread over a uniform sphere of radius $8.5\times10^{-5}$ bohr, the clamped $\kappa=+1$ matrix still has a false lowest level, at $-123.6$ hartree. For the screened potential $V=-(1+19e^{-2r})/r$ it lies at $-172.6$ hartree, far below the physical level at $-20.4$ hartree. Use the action's end terms, keep the first and last splines, and check that the lowest level belongs to $n=\kappa+1$ and that no extra level lies among the higher bound states.

\textbf{Quadrature and weight.} Record the number of Gauss points. Repeat a calculation with another $m$ and a larger $a$; the levels of interest should stay put. For $\kappa>0$, too small an $a$ lets a false level into the bound spectrum. Stability for $Z=20$ does not establish it for a heavier ion or another grid.

\textbf{Box.} In the nonrelativistic estimate, the energy $-Z^2/(2n^2)$ meets the potential $-Z/r$ at $r=2n^2/Z$, beyond which the function decays over a length $n/Z$. For $Z=20$ and $n=3$ these lengths are $0.9$ and $0.15$ bohr, so $R=3$ bohr leaves 14 decay lengths. For $n=5$ they are $2.5$ and $0.25$ bohr, leaving two. The fourth $\kappa=+1$ level above, $-7.90$ hartree, already lies above the nonrelativistic free value of $-8$. Confinement is the cause: the differential equations with the bag condition give $-7.90140$ hartree at $R=3$ bohr, the same as the matrix, and $-8.02922$ hartree, Sommerfeld's value, at $R=6$ bohr. Increase $R$ until the required levels settle.

\textbf{First knot.} Near a point nucleus $P$ and $Q$ vary as $r^{\gamma_\kappa}$, generally a noninteger power that polynomials cannot reproduce. A small first interval confines this mismatch to a region of little weight. The present formulation requires $Z<c|\kappa|$, where $\gamma_\kappa$ is real.

\textbf{Eigenvalue solver.} A small first interval also produces very large eigenvalues. For $P=B_1$, $Q=0$, the energy quotient is $(a-ZW_{11})/O_{11}$ with $O_{11}=h/(2k-1)$. Here, with $a=2c^2$, it is about $5\times10^{10}$ hartree. This quotient is a lower bound on the largest eigenvalue, which is $1.2\times10^{11}$ hartree. Double-precision rounding relative to that scale is about $3\times10^{-5}$ hartree. The estimate is pessimistic; in the present example a direct solver gives the two lowest $\kappa=+1$ levels as accurately as the method below. As a precaution one can find the eigenvalues $\mu=1/(\varepsilon+c^2)$ of the problem inverted about the middle of the gap. Positive $\mu$ belong to electron states, and the largest gives the lowest level, since $\varepsilon=-c^2+1/\mu$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Z = 20, c = 137.035999 a.u.
splines = 60, order = 7, Gauss points = 7
first knot = 1.0e-05 bohr, large R = 3.0 bohr
first-variation relative error = 9.3e-15
m = 7: quadrature of B1^2/r = 2.082504
m = 14: quadrature of B1^2/r = 3.399914
m = 28: quadrature of B1^2/r = 4.751131
kappa, n, matrix level, Sommerfeld level (hartree), relative error
-1 1 -201.07652321 -201.07652321 6.1e-13
-1 2 -50.33659422 -50.33659422 1.1e-10
-1 3 -22.34177233 -22.34177229 2.1e-09
1s: |P(0)| / largest P coefficient = 2.5e-07
+1 2 -50.33659422 -50.33659422 1.1e-10
+1 3 -22.34177234 -22.34177229 2.4e-09
-2 2 -50.06674202 -50.06674202 1.5e-13
-2 3 -22.26178087 -22.26178087 3.2e-10
+2 3 -22.26178088 -22.26178087 6.3e-10
small box R = 0.1 bohr; energies in hartree
kappa -1: matrix -73.1002295, integration -73.1002295
  Q(R)/P(R) = 1.00000033
  level with P(R)=0 instead = -55.728918
kappa +1: matrix 547.2798165, integration 547.2798165
  Q(R)/P(R) = 0.99999943
both ends clamped, kappa -1 lowest = -201.0765232 hartree
both ends clamped, kappa +1 lowest = -201.0765232 hartree
largest relative difference, five levels = 3.3e-13
kappa +1, corner 1e8, outer end clamped: -201.0765232 hartree
kappa +1, m = 7: lowest = -50.33659422 hartree
kappa +1, m = 14: lowest = -50.33659422 hartree
kappa +1, m = 28: lowest = -50.33659422 hartree
kappa +1, a = c: lowest four = -50.33659, -22.34177, -12.55412, -7.90140 hartree
kappa +1, a = 2c^2: lowest four = -50.33659, -22.34177, -12.55412, -7.90140 hartree
\end{verbatim}
